# Scaled graphene lattices: error limits and cost savings for micron devices

**Result.** A graphene device can be computed on a honeycomb lattice whose bond length is multiplied by \(s\) and whose hopping is divided by \(s\). The Dirac velocity is unchanged and the number of sites falls as \(s^{-2}\). Let \(d\) be the true bond length, \(t\) the nearest-neighbour hopping, \(E\) the energy from the local Dirac point and \(l=\sqrt{\hbar/eB}\) the magnetic length. The leading errors, relative to an ideal Dirac cone, are

- contour anisotropy: \(s|E|/6t\);
- largest turn of the velocity direction: \(s|E|/2t\);
- density excess at fixed energy: \(s^2E^2/6t^2\);
- relative shift of Landau level \(n\): \(-\tfrac38 n(sd/l)^2\).

They hold for \(s|E|\ll t\) and \(n(sd/l)^2\ll1\). A tolerance on each gives an upper limit on \(s\). The work of a recursive Green-function calculation falls as \(s^{-4}\).

## Two cuts by hand

Write \(D=sd\). The three bonds from an A site are \(\boldsymbol\delta_j\), of length \(D\), at angles \(2\pi j/3\) from the \(x\) axis, with \(j=0,1,2\). The Hamiltonian couples the sublattices by \(-(t/s)f\), so that

\[
E=\pm\frac ts|f|,\qquad f(\mathbf k)=\sum_j e^{i\mathbf k\cdot\boldsymbol\delta_j}
=e^{ik_xD}+2e^{-ik_xD/2}\cos\frac{\sqrt3k_yD}{2}.
\]

At \(\mathbf K=(0,4\pi/3\sqrt3D)\) the cosine is \(-\tfrac12\) and \(f=0\). Measure \(\mathbf q\) from this point. Along \(x\),

\[
f=e^{iqD}-e^{-iqD/2}=2i\,e^{iqD/4}\sin\frac{3qD}{4},\qquad
|E|=\frac{2t}{s}\left|\sin\frac{3qsd}{4}\right|.
\]

For small \(qsd\) this is \(|E|=\tfrac32td\,|q|\). The factor \(s\) has cancelled, which is the whole idea: \(\hbar v=3td/2\) on every scaled lattice.

Along \(+y\), put \(u=\sqrt3qD/2\). Then

\[
f=1+2\cos\left(\tfrac{2\pi}{3}+u\right)=1-\cos u-\sqrt3\sin u\simeq-\sqrt3u+\tfrac12u^2,
\]

\[
|f|\simeq\tfrac32qD\left(1-\tfrac14qD\right).
\]

Along \(-y\) the correction has the opposite sign. The cone is therefore warped at first order in \(qD\), and scaling multiplies the warping by \(s\) at fixed \(q\).

## The general expansion

Let \(Q=q_x+iq_y\) and \(\omega=e^{2\pi i/3}\). With the axes above, \(e^{i\mathbf K\cdot\boldsymbol\delta_j}=\omega^j\) and \(\mathbf q\cdot\boldsymbol\delta_j=\tfrac D2(Q\omega^{-j}+Q^\dagger\omega^j)\). In a uniform magnetic field, \(\mathbf q\) becomes the kinetic momentum divided by \(\hbar\), and a hop with its Peierls phase is still \(e^{i\mathbf q\cdot\boldsymbol\delta_j}\). The order of \(Q\) and \(Q^\dagger\) must then be kept.

Expand each exponential. The sum over \(j\) keeps only terms whose total power of \(\omega\) is a multiple of three:

\[
\begin{aligned}
\text{first order:}&\quad \tfrac{iD}{2}\,3Q,\\
\text{second order:}&\quad -\tfrac12\tfrac{D^2}{4}\,3Q^{\dagger2},\\
\text{third order:}&\quad -\tfrac i6\tfrac{D^3}{8}\,3(QQQ^\dagger+QQ^\dagger Q+Q^\dagger QQ).
\end{aligned}
\]

Taking out \(3iD/2\) gives \(f=\tfrac{3iD}{2}F\), with

\[
F=Q+\frac{iD}{4}Q^{\dagger2}-\frac{D^2}{24}(QQQ^\dagger+QQ^\dagger Q+Q^\dagger QQ)+\dots
\]

## Limits from trigonal warping

Without a field, \(Q=qe^{i\theta}\). Put \(x=qD\), \(S=\sin3\theta\) and \(C=\cos3\theta\). Since \(ie^{-3i\theta}=S+iC\),

\[
\frac{|F|^2}{q^2}=\left(1+\frac{xS}{4}-\frac{x^2}{8}\right)^2+\frac{x^2C^2}{16}
=1+\frac{xS}{2}-\frac{3x^2}{16}+O(x^3).
\]

Here \(S^2+C^2=1\) was used. The square root, with \(\sqrt{1+y}=1+y/2-y^2/8\), gives

\[
\varepsilon\equiv\frac{2s|E|}{3t}=x\left[1+\frac{xS}{4}-\frac{(3+S^2)x^2}{32}\right].
\]

To find the contour at fixed energy, insert \(x=\varepsilon+\alpha\varepsilon^2+\beta\varepsilon^3\). The second order requires \(\alpha=-S/4\). The third requires \(\beta+\alpha S/2-(3+S^2)/32=0\). Hence

\[
x=\varepsilon-\frac S4\varepsilon^2+\frac{3+5S^2}{32}\varepsilon^3 .
\]

Three errors follow.

*Anisotropy.* Between \(S=\pm1\), the ratio \((x_{\max}-x_{\min})/(x_{\max}+x_{\min})\) is \(\varepsilon/4=s|E|/6t\) at leading order.

*Direction.* The velocity is normal to the contour. The normal makes an angle \(-x'(\theta)/x=\tfrac34\varepsilon\cos3\theta\) with the radius, at most \(3\varepsilon/4=s|E|/2t\). The factor three comes from differentiating \(\sin3\theta\), so trajectories are more sensitive than the contour's shape.

*Density.* Squaring the contour radius,

\[
x^2=\varepsilon^2-\frac S2\varepsilon^3+\left(\frac{S^2}{16}+\frac{3+5S^2}{16}\right)\varepsilon^4 .
\]

The averages of \(S\) and \(S^2\) are \(0\) and \(\tfrac12\), so the enclosed area in \(q\) space is \(\pi\varepsilon^2(1+\tfrac38\varepsilon^2)/D^2\). With two spins and two valleys, the carrier density is

\[
n_e=\frac{E^2}{\pi(\hbar v)^2}\left(1+\frac{s^2E^2}{6t^2}\right).
\]

A fourth limit depends on the length of the device. Take a cavity of length \(L\) whose walls reflect the electron without changing its valley. With \(\mathbf q\) normal to the walls, the electron goes out at \(\theta\) and returns at \(\theta+\pi\), where \(S\) has changed sign. The first-order terms cancel, but the round-trip phase at fixed energy is still wrong by

\[
\Delta\phi=2L\frac{|E|}{\hbar v}\,\frac{3+5S^2}{32}\,\varepsilon^2 .
\]

At oblique incidence the cancellation depends on the orientation of the walls. For walls along \(x\), \(q_x\) is conserved and the electron returns at \(-\theta\), where \(S\) has again changed sign, so the first-order terms cancel at every angle. For walls along \(y\) and a path at angle \(\beta\) to their normal, \(q_y\) is conserved and \(S\simeq\sin3\beta\) on both legs. A first-order error then remains:

\[
\Delta\phi\simeq-\frac{L|E|}{\hbar v}\,\frac{\varepsilon\sin3\beta}{2\cos\beta}.
\]

It has opposite signs for \(\pm\beta\) and for the two valleys. In the conductance, which sums over these paths, the linear terms cancel and the error starts at \(s^2\), but the squares of the path errors remain. They matter for cavities between smooth gate edges along \(y\), which hardly reflect at normal incidence (Klein tunnelling), so that their fringes come from oblique paths. A small local error can thus become a large phase in a long coherent device.

## Limits from the magnetic length

Choose the field direction so that \([Q,Q^\dagger]=2/l^2\), and write \(Q=\sqrt2a/l\) with \([a,a^\dagger]=1\) and \(N=a^\dagger a\). Define \(\lambda=D/(\sqrt8\,l)\). From \(aN=(N+1)a\),

\[
aaa^\dagger+aa^\dagger a+a^\dagger aa=(N+2)a+(N+1)a+Na=3(N+1)a .
\]

Therefore \(F=(\sqrt2/l)G\), with

\[
G=a+i\lambda a^{\dagger2}-2\lambda^2(N+1)a .
\]

The squared energies are \(2(\hbar v/l)^2\) times the eigenvalues of

\[
G^\dagger G=N+i\lambda(a^{\dagger3}-a^3)+\lambda^2(a^2a^{\dagger2}-4N^2)+O(\lambda^3).
\]

The last bracket has the expectation value \((n+1)(n+2)-4n^2\) in state \(n\). The cubic term couples \(n\) to \(n\pm3\), and second-order perturbation theory gives

\[
-\frac{\lambda^2}{3}\big[(n+1)(n+2)(n+3)-n(n-1)(n-2)\big]=-\lambda^2(3n^2+3n+2).
\]

The sum of the two contributions is \(-6n^2\lambda^2\). Taking the square root of \(n-6n^2\lambda^2\),

\[
E_n=\frac{\hbar v}{l}\sqrt{2n}\left[1-\frac38n\left(\frac{sd}{l}\right)^2\right].
\]

For the opposite field direction, \(a\) and \(a^\dagger\) exchange roles. \(F\) then becomes proportional to \(G^\dagger\) with the sign of its \(i\lambda\) term reversed, which leaves these levels unchanged.

Since \(E_n^2\simeq2n(3td/2l)^2\), the relative shift is also \(-s^2E_n^2/12t^2\), half the density excess at the same energy. For level energies, the magnetic-length limit is thus the warping limit evaluated at \(E_n\). If the density tolerance is met up to \(|E|\), every level inside that window has a relative shift of at most half that tolerance, at leading order.

The magnetic length matters separately for the zero level. Its energy stays at zero, but its orbital changes. Solving \(G\psi=0\) to first order with \(\psi=|0\rangle+c|3\rangle\) gives \(\sqrt3c+i\sqrt2\lambda=0\), so \(|c|=sd/(\sqrt{12}\,l)\). A calculation confined to the zero level therefore still needs \(sd\ll l\).

A weak field makes a different demand. On the cone, energy \(E\) corresponds to the index \(n_F=\tfrac12(|E|l/\hbar v)^2\). On the lattice, \(n-6n^2\lambda^2=n_F\), and hence

\[
n-n_F=6\lambda^2n_F^2=n_F\frac{s^2E^2}{6t^2}.
\]

At fixed \(E\), \(n_F\) grows as \(1/B\), and quantum oscillations acquire a larger phase error as the field falls. If the density is held fixed instead, the contour area is fixed. Both corrections have the same factor, so the index error cancels at this order.

## Conductance across a gate

Consider a potential \(V(x)\) that is uniform along \(y\) and smooth on the scale \(D\), without a magnetic field. Reversing \(q_y\) exchanges \(Q\) and \(Q^\dagger\), which commute without a field, and the expansion obeys \(F(Q^\dagger;D)=F(Q;-D)^\dagger\). Exchanging the two sublattices, which feel the same \(V(x)\), turns \(F^\dagger\) back into \(F\); a constant phase of the coupling is absorbed in the B amplitudes. The Hamiltonian at \((-q_y,D)\) is therefore equivalent to that at \((q_y,-D)\) with the same potential, so \(T(q_y;D)=T(-q_y;-D)\).

The conductance per width in zero field,

\[
\frac{G_c}{W}=\frac{4e^2}{h}\int\frac{dq_y}{2\pi}T,
\]

is therefore even in \(D\), and its error starts at \(s^2\). The mean transverse momentum transmitted by one valley is odd and starts at \(s\). The mirror \(y\to-y\) of the lattice exchanges the valleys and leaves \(V(x)\) unchanged, so the other valley has the opposite value. The mean momentum is not itself a deflection: for \(T=1\) it is nonzero because the contour is lopsided, while the mean of \(v_y/v_x\) vanishes. The deflection is measured by the transmission-weighted mean of \(v_y/v_x\), which is odd in \(D\) by the same argument. Behind a barrier it therefore also starts at \(s\), with opposite signs in the two valleys, and scaling exaggerates it even where the total conductance looks accurate.

The potential \(V(x)\) above conserves the wavenumber along \(y\), which differs between the valleys, so it cannot mix them. A gate edge of another orientation can, unless it is smooth. Neighbouring corners of the Brillouin zone are \(\Delta K=4\pi/(3\sqrt3sd)\) apart. In the worst case the normal to the edge points along this separation. For such an edge \(\tfrac12V_0\tanh(r/w)\), with \(r\) measured along the normal, the Fourier component of its slope, relative to that at zero momentum, is

\[
I=\frac12\int\frac{e^{-i\kappa u}}{\cosh^2u}\,du,\qquad \kappa=w\Delta K .
\]

Moving the contour up by \(i\pi\) multiplies the integral by \(e^{\pi\kappa}\). The enclosed double pole at \(i\pi/2\) has residue \(\tfrac{i\kappa}{2}e^{\pi\kappa/2}\). Thus \(I(1-e^{\pi\kappa})=-\pi\kappa e^{\pi\kappa/2}\), and

\[
I=\frac{z}{\sinh z},\qquad z=\frac{\pi w\Delta K}{2}.
\]

Scaling reduces \(\Delta K\) and weakens this protection. Atomic defects and exact edge shapes are not carried over by the scaling rule.

## Procedure and cost

1. Find the largest local \(|E-V|\), and use it as \(|E|\) above.
2. Choose the tolerances and take the smallest resulting limit on \(s\).
3. Build the lattice with bond \(sd\) and hopping \(t/s\). Keep the device size, \(V(\mathbf r)\) and \(B\) in physical units, and compute Peierls phases along the longer bonds.
4. Repeat with a smaller \(s\) if phase-coherent fringes matter.

A hexagon has area \(3\sqrt3D^2/2\) and contains two sites, so a square device of side \(L\) has \(4L^2/(3\sqrt3s^2d^2)\) sites. Cut it into \(2L/3D\) zigzag columns of \(M=2L/\sqrt3D\) sites. If \(H_j\) is the Hamiltonian of column \(j\) and \(\tau=H_{j-1,j}\) the block that couples it to the previous one, the recursion is

\[
G_j=(E+i0-H_j-\tau^\dagger G_{j-1}\tau)^{-1}.
\]

Each dense inversion costs of order \(M^3\). The total work scales as \(s^{-1}s^{-3}=s^{-4}\), and the memory of one block as \(s^{-2}\).

Chebyshev time evolution saves less. Because \(|f|\le3\), the spectrum without a gate potential lies within \(\pm3t/s\). A potential can widen this range, and the Chebyshev scaling must then include it. For the flight time \(L/v\), the expansion coefficients are Bessel functions of argument

\[
\frac{3t}{s}\frac{L}{\hbar v}=\frac{2L}{sd},
\]

which sets the leading number of terms. Terms times sites gives \(s^{-3}\). For a 200 nm flight the argument is 563 at \(s=5\) and 282 at \(s=10\). Evolution of a 600-site flake to an error of \(10^{-6}\) needed 606 and 316 terms.

## A micron device

Take \(L=1\) µm, \(|E|\le0.1\) eV, \(B=2\) T, and the rough graphene values \(d=0.142\) nm and \(t=2.8\) eV. Then \(\hbar v=0.596\) eV nm, \(l=18.14\) nm, \(n_F=4.63\) and \(t/|E|=28\). The limits are

\[
\begin{aligned}
\text{direction, 0.1 rad:}&\quad s\le2(0.1)(28)=5.6,\\
\text{density, 1\%:}&\quad s\le\sqrt{0.06}\,(28)=6.9,\\
\text{index, 0.05:}&\quad s\le\sqrt{0.30/4.63}\,(28)=7.1,\\
\text{first level, 1\%:}&\quad s\le\sqrt{0.08/3}\,(18.14/0.142)=20.9 .
\end{aligned}
\]

Direction decides, and the largest integer is \(s=5\). The full lattice band then gives a turn of 0.090 rad, an anisotropy of 3.0% and a density excess of 0.54%. The first Landau level moves from 46.49 to 46.47 meV. Unscaled graphene already has a turn of 0.018 rad, so not all of the departure from the cone is an artefact.

Fringe positions, taken in zero field so that paths are straight, are less forgiving. At \(s=5\), \(\varepsilon=0.119\), and the phase formula along \(x\) gives \(2(1000)(0.1677)(3/32)(0.119)^2=0.45\) rad, as does the full band. Along \(y\) the full band gives 1.20 rad. A calculation that must place the fringes of a micron cavity at fixed energy needs a smaller \(s\), although the local tolerances are met. These values are for normal incidence. For walls along \(y\) and a path at 20° to their normal, the first-order formula gives an error of about 9 rad, which falls only as \(s\) for that single path. The path at −20° has the opposite first-order error, so the fringes of the total conductance have an error that starts at \(s^2\). This expansion is useful only once the path errors are well below 1 rad.

For a 0.2 eV barrier about 40 nm long with \(w=5\) nm, in zero field, the conductance is 87.3 against 86.1 \(e^2/h\) per µm for the Dirac equation. This 1.4% error exceeds the density error, so the density tolerance does not bound the conductance error. From \(s=2\) to \(s=4\) the conductance error grows by 4.04 and the one-valley momentum by 1.93, close to the predicted 4 and 2. This barrier does not mix the valleys. For an edge in the worst orientation at \(s=5\), the valley-mixing factor is \(1.3\times10^{-10}\) at \(w=5\) nm, but 0.05 at \(w=1\) nm. This factor is neither an amplitude nor a probability. At first order in \(V_0\) the intervalley amplitude is the factor times about \(V_0/\hbar v\Delta K\), which is 0.1 for \(V_0=0.2\) eV at \(s=5\).

The site count falls from 38.2 million to 1.53 million. One complex block shrinks from 1058 to 42 MB, and the leading recursive work falls by \(5^4=625\). Extrapolated from timed 480-row blocks with the \(M^3\) law, one energy takes roughly 450 h without scaling and 0.7 h with it. These times depend on the machine. Between 240 and 480 rows the measured power was 3.5 rather than 4, so the ratio of run times need not equal 625.

These parameters are in the range of clean graphene encapsulated in boron nitride: the density is \(8.9\times10^{11}\) cm\(^{-2}\), and the velocity of \(9.1\times10^5\) m/s is somewhat below the roughly \(10^6\) m/s measured in such devices. For a rough mobility \(\mu=10^5\) cm²/Vs, the mean free path \(\mu\hbar k_F/e\), with \(k_F=|E|/\hbar v\), is 1.1 µm. Purely ballistic transport is therefore marginal at this size. At 4 K the thermal energy is 0.34 meV and the Zeeman splitting 0.23 meV, both small beside the Landau spacing of 10.8 meV. The fringes of a micron cavity are only \(\pi\hbar v/L=1.9\) meV apart, however, and are strongly damped at this temperature. A second-neighbour hopping of roughly 0.1 eV shifts the energy by 0.13 meV.

The largest correction to the energies sized here is the change of velocity by electron exchange. For undoped graphene without screening, the exchange energy divided by \(k\) is \((\alpha\hbar v/4)\int dq/q\) at leading logarithm, where \(\alpha=e^2/(4\pi\epsilon_0\kappa\hbar v)\). Halving \(k\) adds \(\ln2\) to the integral. With a rough dielectric constant \(\kappa=4\), the velocity rises by about 10% of the bare \(v\), and by a smaller fraction of the velocity already raised by exchange. This is only an estimate for a doped device, and screening by graphene's own electrons, left out here, lowers it. It is nevertheless well above the 0.54% density error from scaling. A velocity fitted at one density should therefore be checked before it is used at another. The remaining values are in the numerical output.

## Computed results

```
bond length d: 0.142 nm
hopping t: 2.8 eV
largest |E|: 0.1 eV
magnetic field: 2 T
device side: 1 um
hbar*v: 0.5964 eV nm
Dirac velocity: 9.061e+05 m/s
Fermi wavenumber: 0.1677 1/nm
carrier density of the cone: 8.949e+11 1/cm2
magnetic length: 18.14 nm
Landau index at |E|: 4.626
limit on s, density within 1%: 6.859
limit on s, direction within 0.1 rad: 5.6
limit on s, index within 0.05: 7.13
limit on s, first level within 1%: 20.86
limit on s, band saddle t/|E|: 28
chosen s: 5
scaled bond: 0.71 nm
scaled hopping: 0.56 eV
contour anisotropy at chosen s: 3.003 %
velocity turn at chosen s: 0.09005 rad
velocity turn at s=1: 0.01786 rad
density excess at chosen s: 0.5378 %
index error at chosen s: 0.02488
Landau level 1, cone and scaled: 46.493 46.466 meV
Landau level 2, cone and scaled: 65.751 65.675 meV
Landau level 3, cone and scaled: 80.528 80.389 meV
round-trip phase error, 1 um armchair path: 0.4472 rad
round-trip phase error, 1 um zigzag path: 1.204 rad
barrier height: 0.2 eV
barrier edge width w: 5 nm
barrier conductance, Dirac: 86.098 e2/h per um
barrier conductance, chosen s: 87.324 e2/h per um
conductance error growth, s=2 to 4: 4.044
one-valley mean q/k_F at chosen s: 0.009449
its growth, s=2 to 4: 1.93
valley-mixing factor, w=5 nm: 1.288e-10
valley-mixing factor, w=1 nm: 0.05079
sites at s=1: 3.818e+07
sites counted at chosen s: 1527754
rows per slice, s=1 and chosen: 8132 1626
slices, s=1 and chosen: 4695 939
one complex block, s=1 and chosen: 1058 42.3 MB
timed power of 1/s, recursive sweep: 3.50
recursive work saving: 625
estimated sweep per energy, s=1 and chosen: 446 0.71 h
Chebyshev terms, 200 nm flight, s=5 and 10: 606 316
leading terms, 1 um flight, s=1 and chosen: 14085 2817
Chebyshev work saving: 125
thermal energy at 4 K: 0.3447 meV
Landau spacing at |E|: 10.81 meV
Zeeman splitting (g=2): 0.2315 meV
second-neighbour shift (0.1 eV hop): 0.1276 meV
mean free path at 1e5 cm2/Vs: 1.104 um
exchange velocity change, k halved (kappa=4): 10.47 %
```
